# The Flambaum-Ginges radiative potential tested against a computed one-loop self-energy

A relativistic calculation on a heavy atom such as osmium must decide how to include the electron self-energy. The one-loop operator is non-local and is costly to evaluate orbital by orbital. A local potential added to the radial Dirac equation costs almost nothing, but it is usable for a given shell if, and to the extent that, it reproduces the one-loop shift of that shell. The yardstick is the hydrogenic function $F$,
$$\Delta E=\frac{\alpha}{\pi}\frac{a^4}{n^3}F,\qquad a=Z\alpha,$$
with $\hbar=c=m=1$ and a point nucleus of infinite mass, $V=-a/r$. This function is tabulated, but here it is recomputed from QED so that no table is taken on trust. The reference omits vacuum polarisation, nuclear size, recoil and two-loop terms.

## The free operators

The metric is $(+,-,-,-)$, the gauge is Feynman's, $e^2=4\pi\alpha$, $d=4-\epsilon$ and $C=2/\epsilon-\gamma_E+\ln4\pi$. With $S(p)=1/(\not p-1)$,
$$\Sigma(p)=-ie^2\!\int\!\frac{d^dk}{(2\pi)^d}\frac{\gamma^\nu S(p-k)\gamma_\nu}{k^2}.$$
Give the photon denominator the Feynman weight $x$ and write the electron momentum as $\ell+xp$. The denominator becomes $(\ell^2-\Delta_0)^2$ with $\Delta_0=(1-x)(1-xc_\rho)$, $c_\rho=1-\rho$, $\rho=1-p^2$, and the numerator even in $\ell$ is $d-(d-2)x\not p$. Since $\int d^d\ell\,(2\pi)^{-d}(\ell^2-\Delta_0)^{-2}=i(C-\ln\Delta_0)/16\pi^2$,
$$\Sigma=\frac{\alpha}{4\pi}\int_0^1\!dx\,[(4-2x\not p)(C-\ln\Delta_0)-2(1-x\not p)].$$
The integrals are $\int\ln(1-x)=-1$, $\int x\ln(1-x)=-\tfrac34$, $\int\ln(1-xc_\rho)=-1-\rho\ln\rho/c_\rho$ and, by parts, $2\int x\ln(1-xc_\rho)=\ln\rho-\tfrac12-1/c_\rho-\ln\rho/c_\rho^2$. On shell ($\rho=0$, $\not p=1$) they give $\delta m=(\alpha/4\pi)(3C+4)$, and in general
$$\Sigma-\delta m=\frac{\alpha}{4\pi}[C(1-\not p)+a_\rho+\not p\,b_\rho],$$
$$a_\rho=2+\frac{4\rho\ln\rho}{1-\rho},\qquad b_\rho=-\frac{2-\rho}{1-\rho}\Big(1+\frac{\rho\ln\rho}{1-\rho}\Big).$$
The vertex $\Lambda^\mu(p',p)$ has $S(p'-k)\gamma^\mu S(p-k)$ in place of $S(p-k)$. Take weights $1-x$, $xy$, $x(1-y)$ for the photon, $p'$ and $p$ denominators (measure $2x\,dx\,dy$) and shift $k=\ell+xb$, $b=yp'+(1-y)p$. With $R=y\rho'+(1-y)\rho$, $\eta=y(1-y)$ and $Q^2=-(p'-p)^2$ one has $b^2=1-R+\eta Q^2$, so the denominator is $(\ell^2-\Delta)^3$ with
$$\Delta=x[xD+(1-x)R],\qquad D=1+\eta Q^2 .$$
The $\ell$-dependent numerator averages to $(2-d)^2\ell^2\gamma^\mu/d$ and its loop integral is $i(d/4)(C-\ln\Delta)/16\pi^2$; the product $(1-\epsilon)C$ leaves $C-2$. The rest uses $\int(\ell^2-\Delta)^{-3}=-i/32\pi^2\Delta$:
$$\Lambda^\mu=\frac{\alpha}{4\pi}\Big\{C\gamma^\mu-\!\int\!dx\,dy\Big[2x(\ln\Delta+2)\gamma^\mu+\frac{xN^\mu}{\Delta}\Big]\Big\},$$
$$N^\mu=-2\not P\gamma^\mu\not P'+4(P+P')^\mu-2\gamma^\mu,$$
where $P=p-xb$, $P'=p'-xb$ and the four-dimensional contraction rules for $\gamma^\nu\cdots\gamma_\nu$ were used. From $S'(\not p'-\not p)S=S-S'$ follows the Ward identity $(p'-p)_\mu\Lambda^\mu=\Sigma(p)-\Sigma(p')$, which the formulas above satisfy at an off-shell test point with residual $1.5\times10^{-7}$ in units $\alpha/4\pi$.

## Why the naive potential fails

The naive scheme treats the electron as free and on shell between $\bar u(p')$ and $u(p)$, so that the vertex $F_1\gamma^\mu+F_2\,i\sigma^{\mu\nu}q_\nu/2$, $q=p'-p$, multiplies the Coulomb potential. Then $R=0$, and a photon mass $\mu$ makes $\Delta=x^2D+\mu^2(1-x)$. Moving $\not p$ right and $\not p'$ left, with $s^\mu=(p+p')^\mu$ and $2p\cdot p'=2+Q^2$, gives $\not p\gamma\not p'\to2s-(3+Q^2)\gamma$, $\not p\gamma\not p\to2p-\gamma$, $\not p'\gamma\not p'\to2p'-\gamma$, $\not p'\gamma\not p\to\gamma$. In $\not P\gamma\not P'$ the first has coefficient $c_1=1-x+x^2\eta$, the last $x^2\eta$, and the middle two sum to $-x+x^2(1-2\eta)$, shared equally by the symmetry $y\leftrightarrow1-y$, which also sends $P+P'\to(1-x)s$. Collecting, $N=2x(1-x)s+(4-8x+2x^2+2Q^2c_1)\gamma$. The Gordon identity $s^\mu\to2\gamma^\mu-i\sigma^{\mu\nu}q_\nu$ separates the form factors, and subtraction at $Q=0$ enforces $F_1(0)=1$. With $\nu=x^2+2x-2$,
$$F_2=\frac{\alpha}{2\pi}\int_0^1\!\frac{dy}{D},$$
$$F_1-1=\frac{\alpha}{2\pi}\!\int\! x\Big[-\ln D+\frac{\nu-Q^2c_1}{x^2D+\mu^2(1-x)}-\frac{\nu}{x^2+\mu^2(1-x)}\Big].$$
As $\mu\to0$, $\int x\,dx/(x^2D+\mu^2(1-x))\to\ln(D/\mu^2)/2D$, higher powers of $x$ need no $\mu$, and $\nu-Q^2c_1=-(2+Q^2)(1-x)+x^2(1-\eta Q^2)$. The $x$ integral is
$$-\tfrac12\ln D+\frac{(2+Q^2)(1-\frac12\ln\frac{D}{\mu^2})+\frac12(1-\eta Q^2)}{D}-\Big(\tfrac52-\ln\frac1{\mu^2}\Big).$$
A position-space potential needs these as sums of Yukawa terms. Put $y=(1+v)/2$ and $t=(1-v^2)^{-1/2}$, so that $D=1+Q^2/4t^2$ and $\int dy=\int_0^1dv=\int_1^\infty w_m\,dt$ with $w_m=1/(t^2\sqrt{t^2-1})$. With $K=Q^2/(Q^2+4t^2)$ we have $1/D=1-K$, $Q^2/D=4t^2K$, $\eta Q^2/D=K$, and by parts $\int\ln D\,dv=\int2(t^2-1)K\,dv$. The terms free of logarithms sum to $[(4t^2-2)-1-(t^2-1)]K=(3t^2-2)K$, and the $\mu$ term is $-(2t^2-1)K\ln\mu^{-2}$.

There remains $-\tfrac12G$, $G=(2+Q^2)\int dv\ln D/D$. It vanishes at $Q=0$, grows only as $\ln^2Q^2$ (from the region near $v=1$, where $D\simeq1+Q^2(1-v)/2$) and is analytic off the cut $-Q^2=4t^2\ge4$, so a once-subtracted dispersion relation gives $G=-(2/\pi)\int(dt/t)K\,\mathrm{Im}\,G$. Above the cut $D=t^2(v^2-v_0^2)-i0$, $v_0^2=1-t^{-2}$, and $\ln D/D=(4t^2v)^{-1}\partial_v\ln^2D$ with $\mathrm{Im}\ln^2D=-2\pi\ln|D|\,\theta(v_0-v)$. Cutting at $v_0-\delta$, the smooth part and the step give $\int v^{-1}\partial_v[\ln|D|\theta]=-v_0^{-1}[\ln(2v_0/\delta)+\ln(2t^2v_0\delta)]$, in which $\delta$ cancels. Hence $\mathrm{Im}\,G=(2-4t^2)\pi\ln[4(t^2-1)]/(2t\sqrt{t^2-1})$, and
$$F_1-1=-\frac\alpha\pi\!\int_1^\infty\!\!w_eK\,dt,\quad w_e=\frac{(1-\frac1{2t^2})[\ln(t^2-1)+L]-\frac32+\frac1{t^2}}{\sqrt{t^2-1}},$$
with $L=\ln(4/\mu^2)$. At $Q^2=2.25$, $\mu=10^{-4}$ the Feynman and spectral forms give $-5.1276$ and $-5.1275$ for $(F_1-1)/(\alpha/\pi)$, and both give $0.7393570$ for $F_2/(\alpha/2\pi)$.

Multiplying by $V(Q)=-4\pi a/Q^2$ and using $4\pi/(Q^2+4t^2)\leftrightarrow e^{-2tr}/r$,
$$V_{el}^{0}=\frac\alpha\pi\frac ar\int w_ee^{-2tr}dt,\qquad F_2V\leftrightarrow-\frac{\alpha}{2\pi}\varphi,\quad\varphi=\frac ar\Big(1-\!\int\! w_me^{-2tr}dt\Big).$$
For the magnetic term $i\sigma^{0j}q_j=\boldsymbol\alpha\cdot\mathbf q$, the Hamiltonian carries a further $\gamma^0$, and $\mathbf q\to-i\nabla$, so $H_{mag}=(\alpha/4\pi)\,i\varphi'\,\boldsymbol\gamma\cdot\mathbf n$. For $\psi=(P\chi_\kappa,iQ\chi_{-\kappa})/r$ (from here $P,Q$ as functions of $r$ are radial amplitudes) and $\sigma\!\cdot\!\mathbf n\,\chi_\kappa=-\chi_{-\kappa}$, the integral of $\psi^\dagger\boldsymbol\gamma\cdot\mathbf n\psi$ over angles is $-2iPQ/r^2$. Thus
$$\Delta E_{mag}=2\!\int\! PQ\,m(r)\,dr,\qquad m=\frac{\alpha}{4\pi}\varphi'.$$

The limit $a\to0$ shows what is sound. For s states $|\psi(0)|^2=a^3/\pi n^3$ and $\int d^3r\,e^{-2tr}/r=\pi/t^2$, so $F_{el}=\int w_e\,dt/t^2$. In the variable $v$, $t^{-2}=1-v^2$ and this is $\int_0^1dv\,\{\tfrac12(1+v^2)[\ln\frac{v^2}{1-v^2}+L]-\tfrac12-v^2\}=(\tfrac13-\tfrac43\ln2)+\tfrac23L-\tfrac56=\tfrac43(\ln\mu^{-1}-\tfrac38)$. For the magnetic term $Q\simeq(P'+\kappa P/r)/2$ and $\varphi'\simeq-a/r^2$. For $l>0$, $\int PP'/r^2=\langle r^{-3}\rangle=a^3/[n^3l(l+\frac12)(l+1)]$, and $\kappa(\kappa+1)=l(l+1)$ gives $F_{mag}=-1/[2\kappa(2l+1)]$. For $l=0$, $P=rg$ gives $PP'-P^2/r=r^2gg'$ and $-a\int gg'=ag(0)^2/2=2a^4/n^3$, so $F_{mag}=\tfrac12$, the same formula. Dirac wave functions at $Z=0.05$ give $0.49971$, $-0.16667$, $0.08333$ for 1s, 2p$_{1/2}$, 2p$_{3/2}$, and, with $L=4\ln(1/a+\tfrac12)$ (the choice of the next section, so that $\ln\mu^{-1}=\tfrac12(L-\ln4)$), $F_{el}(1s)=19.6752$ against the limit $19.6856$.

The naive scheme has three faults. The step used in the limit above, treating $V_{el}^0$ as a contact term weighted by $|\psi(0)|^2$, is impossible in a Dirac atom, because the s density behaves as $r^{2\gamma-2}$, $\gamma=\sqrt{1-a^2}<1$, and diverges at the origin; this concerns the contact step only, since the Yukawa form of $V_{el}^0$ has a finite expectation value. The logarithm diverges as $\mu\to0$, an artefact of $R=0$: a bound electron has $\rho=1-\varepsilon^2+\mathbf p^2>0$, of order $a^2$, which keeps $\Delta/x$ away from zero at small $x$. And near the nucleus the potential is not small compared with $m$, so one interaction between free propagators is not enough.

## The Flambaum-Ginges repairs and the radial atom

The Flambaum-Ginges (FG) potential keeps the Yukawa forms, leaves $m(r)$ unchanged, and answers the other two faults with fitted functions. The constants are the published parameters of the method, not derived here:
$$L=4\ln(1/a+\tfrac12),\qquad V_{el}=\frac{A_0\,r}{r+0.07a^2}V^0_{el},\qquad V_{low}=B\alpha a^4e^{-ar},$$
$$A_0=1.071-1.976x^2-2.128x^3+0.169x^4,\quad x=(Z-80)\alpha,\quad B=0.074+0.35a .$$
At small $a$ this $L$ means $\mu\simeq2a^2$, four times the 1s binding energy $a^2/2$; $V_{low}$, of range $1/a$ (the Bohr radius divided by $Z$), stands for softer photons; the radial factor damps the free-vertex form near the nucleus.

The radial equations are $(V+1)P+(-\partial_r+\kappa/r+m)Q=EP$ and $(\partial_r+\kappa/r+m)P+(V-1)Q=EQ$. A centred difference with $P$ and $Q$ on the same points vanishes on a function alternating in sign from point to point, which creates a false low-energy branch. Placing $P$ on even and $Q$ on odd points of $r_i=r_0e^{i\delta}$ avoids this, because the difference then joins neighbouring $P$ points. Since $(\partial_r+\kappa/r)P=r^{-1-\kappa}\partial_{\ln r}(r^\kappa P)$, the value at a $Q$ point $j$ is $(e^{\kappa\delta}P_{j+1}-e^{-\kappa\delta}P_{j-1})/(2\delta r_j)$. In the variables $\sqrt{W_i}P_i$, $\sqrt{W_i}Q_i$, $W_i=2\delta r_i$, the matrix is symmetric tridiagonal with diagonal $V_i\pm1$ and
$$o_i=H_{i,i+1}=\frac{\pm e^{\pm\kappa\delta}}{2\delta\sqrt{r_ir_{i+1}}}+\tfrac12m(\sqrt{r_ir_{i+1}}),$$
upper signs for odd $i$; the error is $O(\delta^2)$. For $\kappa>0$ the chain starts with $Q$: starting with $P$ imposes $Q=0$ and admits the irregular free solution $P=r^{-\kappa}$, $E=1$.

## The reference

With the bound propagator $G$ the shift is
$$\Delta E=\frac{i}{2\pi}\!\int\!d\omega\sum_n\frac{\langle an|I(\omega)|na\rangle}{\varepsilon_a-\omega-\varepsilon_n(1-i0)}-\delta m\langle\beta\rangle,$$
with $I=\alpha(1-\boldsymbol\alpha_1\!\cdot\!\boldsymbol\alpha_2)e^{i|\omega|r_{12}}/r_{12}$ and $|\omega|=\sqrt{\omega^2+i0}$. Summed directly it diverges. Split $G=G_0+G_0VG_0+G^{(2+)}$. The first two pieces are $\langle\bar\psi(\Sigma-\delta m)\psi\rangle$ and $\langle\bar\psi\Lambda^0V\psi\rangle$; their divergent parts add to $C\,\bar\psi(1-\not p+\gamma^0V)\psi$, which is zero by the Dirac equation. The third is finite by power counting.

For s states $\psi(\mathbf p)=(g\,\xi,\,h\,\sigma\!\cdot\!\mathbf n\,\xi)/\sqrt{4\pi}$ with $g=4\pi\int rj_0P\,dr$, $h=-4\pi\int rj_1Q\,dr$. Using $\gamma^0\not p=\varepsilon-\boldsymbol\alpha\cdot\mathbf p$,
$$E_0=\frac{\alpha}{4\pi}\!\int\!\frac{p^2dp}{(2\pi)^3}\{a_\rho(g^2-h^2)+b_\rho[\varepsilon(g^2+h^2)-2pgh]\}.$$
For $E_1$, let $c=\mathbf n\cdot\mathbf n'$ and $\mathcal E=\varepsilon(1-x)=P^0=P'^0$. Spin averages are $T_0=gg'+hh'c$ for $\gamma^0$ and $T_1=gg'-hh'c$ for the unit matrix. Also $\gamma^0\not P\gamma^0\not P'=(\mathcal E-\boldsymbol\alpha\cdot\mathbf P)(\mathcal E-\boldsymbol\alpha\cdot\mathbf P')$, and the four-$\sigma$ trace in the lower block adds $(\mathbf n'\!\cdot\!\mathbf P)(\mathbf n\!\cdot\!\mathbf P')-(\mathbf n'\!\cdot\!\mathbf P')(\mathbf n\!\cdot\!\mathbf P)=-(1-x)pp'(1-c^2)$, the factor being $c_1-x^2\eta$. The average of $\not P\gamma^0\not P'$ is therefore
$$T_0(\mathcal E^2+\mathbf P\!\cdot\!\mathbf P')-\mathcal E(g'h\,\mathbf n+h'g\,\mathbf n')\!\cdot\!(\mathbf P+\mathbf P')-hh'(1-x)pp'(1-c^2).$$
This is quadratic in $x$, so the $x$ integrals are elementary; the result agrees with explicit $4\times4$ matrices at a test point ($-1.916775$ both ways). Calling the averaged finite vertex $\bar\Lambda$, the angles give $E_1=-8\pi^2a(2\pi)^{-6}\int p^2dp\,p'^2dp'\,dc\,\bar\Lambda/q^2$, and $dc/q^2=d\ln q/pp'$ in magnitude absorbs the Coulomb peak.

On the real $\omega$ axis the third piece oscillates and meets poles. The photon cuts lie in the second and fourth quadrants, positive-energy poles at $\omega=\Delta_n+i0$ with $\Delta_n=\varepsilon_a-\varepsilon_n$, and negative-energy poles in the fourth quadrant. Rotating to $\omega=iw$ sweeps the first and third quadrants and gives
$$-\frac1\pi\int_0^\infty\!dw\;\mathrm{Re}\sum_n\frac{\langle an|I(iw)|na\rangle}{\Delta_n-iw},$$
with kernel $e^{-wr_{12}}/r_{12}$. A lower bound state is crossed and adds $(i/2\pi)(2\pi i)(-1)I(\Delta_n)$, whose real part has kernel $\cos(\Delta_nr_{12})/r_{12}$. A degenerate state is the limit $\Delta_n\to0^-$, where $-\Delta_n/\pi(\Delta_n^2+w^2)$ becomes half a delta function; it adds $\tfrac12I(0)$ while its term at $\Delta_n=0$ has no real part. On the grid this needs the pole at $w=0$, so the discrete $ns$ and $np_{1/2}$ eigenvalues replace $\varepsilon_a$ in their channels, an $O(\delta^2)$ change. Closing the contour on the photon modes instead gives $(\pi r_{12})^{-1}\mathrm{P}\!\int_0^\infty\sin(kr_{12})\,dk/(k-\Delta)$; at $\Delta=0.4$, $r_{12}=1.7$ both roads, times $r_{12}$, give $0.5371851$.

Expand $e^{-wr_{12}}/r_{12}=w\sum_L(2L+1)i_L(wr_<)k_L(wr_>)P_L(u)$, $u=\mathbf n_1\!\cdot\!\mathbf n_2$, $k_0(z)=e^{-z}/z$. The projector on $j$, $(|\kappa|-\mathrm{sgn}\kappa\;\sigma\!\cdot\!\mathbf L)/(2l+1)$, acting on $(2l+1)P_l/4\pi$ gives
$$\sum_m\chi_{\kappa m}(1)\chi^\dagger_{\kappa m}(2)=\frac1{4\pi}[|\kappa|P_l+i\,\mathrm{sgn}\kappa\;\sigma\!\cdot\!(\mathbf n_1\!\times\!\mathbf n_2)P_l'].$$
For an s$_{1/2}$ state the spin average is half a trace, and $(2L+1)\tfrac12\int P_L^2du=1$. The time-like term has weight $|\kappa|$ at $L=l$ and amplitude $P_aP_n+Q_aQ_n$. The space-like amplitude is $i(X\mathcal A-Y\mathcal B)$ with $X=P_aQ_n$, $Y=Q_aP_n$, $\mathcal A=\langle\chi_{-1}|\sigma_iC^L|\chi_{-\kappa}\rangle$, $\mathcal B=\langle\chi_{1}|\sigma_iC^L|\chi_\kappa\rangle$. With $\sigma_i(f+\mathbf b\cdot\sigma)\sigma_i=3f-\mathbf b\cdot\sigma$ the traces before projection on $P_L$ are $3|\kappa|P_{\bar l}$ for $\mathcal{AA}$ ($\bar l$ belongs to $-\kappa$), $3|\kappa|uP_l-\mathrm{sgn}\kappa(1-u^2)P_l'$ for $\mathcal{BB}$, and $-|\kappa|uP_l-\mathrm{sgn}\kappa(1-u^2)P_l'$ for $\mathcal{AB}$. Insert $(2l+1)uP_l=(l+1)P_{l+1}+lP_{l-1}$ and $(2l+1)(1-u^2)P_l'=l(l+1)(P_{l-1}-P_{l+1})$. At $L=\bar l$ the cross weight is $-|\kappa|$, and completing the square gives
$$3|\kappa|(X+Y/3)^2+(\beta_\kappa-|\kappa|/3)Y^2,$$
with $\beta_\kappa=(l+1)(2l+3)/(2l+1)$ for $\kappa<0$ and $l(2l-1)/(2l+1)$ for $\kappa>0$. At $L=2l-\bar l$ the form is $4l(l+1)Y^2/(2l+1)$. These three channels enter with a minus sign.

Each channel needs $S=\sum_{ij}u_iG_{ij}K_{ij}u_j$, with $u_i$ the coefficient of $P_n$ or $Q_n$ times $\sqrt{W_i}$ and $K=w\,i_Lk_L$. Dense inversion at each $w$ and $\kappa$ costs $O(N^3)$. Elimination of $z-H$, diagonal $d_i$, from either end gives $l_i=d_i-o_{i-1}^2/l_{i-1}$ and $q_i=o_i^2/(d_{i+1}-q_{i+1})$, so $G_{jj}=1/(l_j-q_j)$ and $G_{ij}=(o_i/l_i)G_{i+1,j}$ for $i<j$. The kernel steps likewise, $K_{ij}=s_iK_{i+1,j}$ with $s_i=i_L(wr_i)/i_L(wr_{i+1})$. Therefore
$$S=\sum_jG_{jj}K_{jj}u_j(u_j+2T_j),\qquad T_{j+1}=(T_j+u_j)\,s_jo_j/l_j,$$
at cost $O(N)$. For the potential $\lambda V$, $G_0VG_0=\partial_\lambda G|_0$, so $S^{(2+)}=S(1)-S(0)-\partial_\lambda S(0)$, the derivative by central difference. Two grids remove the $\delta^2$ error, and the sum over $k=|\kappa|$ is completed by fitting its last five terms to $k^{-3},k^{-4},k^{-5}$.

The replacement $V\to V+c_0$, $\varepsilon\to\varepsilon+c_0$ leaves $G$ unchanged and moves the expansion point, with $c_0$ entering $E_1$ as $-c_0\,\partial E_0/\partial\varepsilon$ by the Ward identity. It pits momentum space against position space; the pole terms, which do not change, rest on the contour check.

## Hydrogen-like osmium

For Os$^{75+}$, $a=0.55460$ and $(\alpha/\pi)a^4mc^2=112.2926$ eV. With $x=-4\alpha=-0.0292$, $A_0=1.071-0.0017+0.0001=1.0694$; $B=0.074+0.35(0.55460)=0.2681$; $L=4\ln(1.8031+0.5)=3.3370$. The 1s density is proportional to $r^{2\gamma}e^{-2ar}$ with $\gamma=\varepsilon=0.8321$, so $F_{low}=\pi B(2/3)^{2\gamma+1}=0.8423\times0.3395=0.2860$. The FG total is $1.1580+0.3191+0.2860=1.763$, or $198.0$ eV. The reference is $-3.6842+2.7868+2.4202=1.5228$, or $171.0$ eV. With $c_0=-0.25$ the parts become $-4.8725+2.8331+3.5621=1.5227$. Dropping the last three partial waves from the fit moves any reference value by $0.0005$ or less. The numerical check is printed below; deviations are relative to the reference.

| $Z$ | state | $F$, FG | $F$, QED | deviation |
|---|---|---|---|---|
| 76 | 1s | 1.763 | 1.523 | +15.8 % |
| 76 | 2s | 2.140 | 2.046 | +4.6 % |
| 76 | 3s | 2.119 | 2.087 | +1.5 % |
| 50 | 1s | 2.152 | 1.864 | +15.4 % |
| 50 | 2s | 2.320 | 2.224 | +4.3 % |

In osmium the errors are $198.0-171.0=27.0$ eV for 1s, $30.03-28.73=1.3$ eV for 2s and $8.81-8.68=0.13$ eV for 3s. The expectation values are evaluated correctly: half the difference of grid eigenvalues with the same potential added and subtracted, in which the second-order term cancels, gives $1.7632$ and $2.1396$, the first-order values. The size of the second-order term is given in the next paragraph. This test shares the potential and its fitted constants, so it does not check those. With the published constants, more than half of the 1s excess comes from the $n$-dependence between 1s and 2s. The reference rises by $0.524$ from 1s to 2s and FG by $0.376$; at $Z=50$ the figures are $0.360$ and $0.168$. From 2s to 3s the reference still rises while FG falls, and FG goes on falling to $2.085$ (4s) and $2.058$ (5s), where no reference was computed, so the sign of its error there is open. The local form can be forced onto these s states. The electric, magnetic and low-frequency parts are $1.4785$, $0.3558$, $0.3053$ for 2s and $1.4860$, $0.3489$, $0.2843$ for 3s; multiplying $V_{el}$ by $1.675$ and $V_{low}$ by $-2.573$ reproduces the reference for 1s and 2s and gives $2.106$ for 3s, $0.9$ % high. But this reverses the sign of $V_{low}$ and moves the 2p$_{1/2}$ and 2p$_{3/2}$ values quoted below to $-0.96$ and $-0.51$, so the two strengths cannot be fitted to 1s and 2s together without changing the p shells completely. Fitting 1s alone, by multiplying $V_{el}$ by $0.792$, leaves the 2p values at $0.226$ and $0.327$ but lowers 2s to $1.833$, $10$ % below the reference.

Putting the potential into the Dirac equation rather than into first-order theory lowers $F(1s)$ to $1.752$ (the next digit is not converged on this grid), by $0.6$ % of the FG value, or $1.2$ eV. This is of relative order $\alpha$, beyond the one-loop content of the model, and small beside the 27 eV error. The FG values for 2p$_{1/2}$ ($0.255$) and 2p$_{3/2}$ ($0.328$) are untested, since the reference covers s states; in both, the fitted $V_{low}$ is the largest part ($0.365$ and $0.235$).

In the one-electron, point-nucleus ion the potential serves for the 3s self-energy at the level of 2 % and for 2s at 5 %. A K-shell energy of osmium needed to better than some tens of eV calls for the one-loop value of $F(1s)$, and also for the terms left out here: for 1s the Uehling vacuum polarisation is about $-35$ eV and the nuclear-size shift about $+36$ eV (uniform sphere, rms radius 5.41 fm), each larger than the 27 eV error. That sphere's radius, $0.018\,\hbar/mc$, is close to the damping radius $0.07a^2=0.022$, and on the extended-nucleus orbital the same potential gives $F(1s)=1.749$ instead of $1.763$. Whether these ratios carry over to screened orbitals of the neutral atom is a further assumption that a hydrogenic test does not reach.

## Table of computed values

```
alpha = 0.0072973526, m c^2 = 510998.95 eV
Q^2 = 2.25 m^2, photon mass mu = 0.0001 m
F2/(alpha/2pi): Feynman 0.7393570, spectral 0.7393570
(F1-1)/(alpha/pi): Feynman -5.1276, spectral -5.1275
Z = 0.05, A = 1: F_el(1s) = 19.6752, limit 19.6856
Z = 0.05: F_mag(n=1,kappa=-1) = 0.49971, limit 0.50000
Z = 0.05: F_mag(n=2,kappa=1) = -0.16667, limit -0.16667
Z = 0.05: F_mag(n=2,kappa=-2) = 0.08333, limit 0.08333
Ward identity residual = 1.5e-07; vertex: matrices -1.916775, scalar form -1.916775
contour test, Delta=0.4, r12=1.7: real photons 0.5371851, rotated 0.5371851
--- Z = 76: Z alpha = 0.55460, (alpha/pi)(Z alpha)^4 mc^2 = 112.2926 eV
A0 = 1.0694, B = 0.2681, L = 3.3370, cutoff radius = 0.02153 hbar/mc
FG 1s: el 1.1580 mag 0.3191 low 0.2860 F 1.7632 dE 197.989 eV
FG 2s: el 1.4785 mag 0.3558 low 0.3053 F 2.1396 dE 30.033 eV
FG 3s: el 1.4860 mag 0.3489 low 0.2843 F 2.1193 dE 8.814 eV
FG 4s: el 1.4684 mag 0.3419 low 0.2751 F 2.0854 dE 3.659 eV
FG 5s: el 1.4514 mag 0.3367 low 0.2695 F 2.0576 dE 1.848 eV
FG 2p1/2: el 0.1372 mag -0.2475 low 0.3652 F 0.2548 dE 3.577 eV
FG 2p3/2: el 0.0039 mag 0.0890 low 0.2348 F 0.3277 dE 4.600 eV
QED 1s: zero -3.6842 one 2.7868 many 2.4202 (poles 5.7846), kmax 12
QED 1s: F 1.5228 tail change 0.0000 dE 170.994 eV, FG off by +15.8 %
QED 2s: zero -13.4913 one 9.7544 many 5.7834 (poles 17.9321), kmax 16
QED 2s: F 2.0464 tail change 0.0000 dE 28.725 eV, FG off by +4.6 %
QED 3s: zero -26.1828 one 19.2079 many 9.0622 (poles 33.4179), kmax 20
QED 3s: F 2.0874 tail change 0.0004 dE 8.681 eV, FG off by +1.5 %
F(2s)-F(1s): QED 0.524, FG 0.376
1s, shift c = -0.25 mc^2: zero -4.8725 one 2.8331 many 3.5621 F 1.5227
grid 1s: eps 0.832118 mc^2, F odd part 1.7632, F full shift 1.7521
grid 2s: eps 0.957110 mc^2, F odd part 2.1396, F full shift 2.1261
grid 2p1/2: eps 0.957110 mc^2, F odd part 0.2547, F full shift 0.2542
grid 2p3/2: eps 0.960784 mc^2, F odd part 0.3276, F full shift 0.3275
--- Z = 50: Z alpha = 0.36487, (alpha/pi)(Z alpha)^4 mc^2 = 21.0367 eV
A0 = 0.9990, B = 0.2017, L = 4.7032, cutoff radius = 0.00932 hbar/mc
FG 1s: el 1.6093 mag 0.3441 low 0.1985 F 2.1520 dE 45.270 eV
FG 2s: el 1.7745 mag 0.3606 low 0.1849 F 2.3200 dE 6.101 eV
QED 1s: zero -12.4140 one 8.2369 many 6.0414 (poles 20.1723), kmax 12
QED 1s: F 1.8642 tail change 0.0000 dE 39.217 eV, FG off by +15.4 %
QED 2s: zero -39.7828 one 28.7456 many 13.2615 (poles 59.6919), kmax 16
QED 2s: F 2.2244 tail change 0.0005 dE 5.849 eV, FG off by +4.3 %
F(2s)-F(1s): QED 0.360, FG 0.168
```
